\section*{Phonon heat conductance with total-current and frequency-resolved probes}

\section{Two bands and one probe}

Let a junction connect a left lead $L$, a right lead $R$ and a probe $P$. Phonons occupy two narrow frequency bands. In band 1 only $L$ exchanges heat with $P$; in band 2 only $R$ does. Nothing passes directly from $L$ to $R$. Let each open link have thermal conductance $g$.

If the probe current must vanish in each band separately, no heat can flow: what enters $P$ in band 1 cannot leave in band 2. The conductance between $L$ and $R$ is zero. If only the total probe current must vanish, $P$ takes one temperature, which for a small temperature difference lies midway between the leads. It absorbs in band 1, emits the same power in band 2, and the two links act in series with conductance $g/2$.

In circuit language, the frequency-resolved probe has a separate node for each frequency. The probe with one temperature has these nodes wired together. In a passive reciprocal network such wiring cannot lower the conductance. The derivation below gives the size of the increase and the conditions on which the ordering rests.

\section{Currents and assumptions}

The junction and leads are harmonic, and the probe is a further harmonic lead whose incoming phonons are uncorrelated with those of the others. All channels of the probe share one occupation at each frequency. Both probe conditions are compared at the same probe coupling.

In one channel of lead $j$, modes of wave number $q$ have density $dq/2\pi$ per unit length and velocity $d\omega/dq$. The power arriving at the junction in $d\omega$ is therefore
\begin{equation}
\hbar\omega\, n_j\,\frac{d\omega}{dq}\,\frac{dq}{2\pi}
=\frac{\hbar\omega}{2\pi}\,n_j\,d\omega .
\end{equation}
Let $T_{ij}(\omega)$ be the transmission from $j$ into $i$, summed over channels, with $T_{ii}$ the reflection. Lead $i$ with $N_i$ channels sends in $N_in_i$ and receives $\sum_jT_{ij}n_j$. Energy conservation for every superposition of incoming waves makes the flux-normalized scattering matrix $\mathcal S$ unitary, so its rows and columns are normalized:
\begin{equation}
\sum_jT_{ij}=N_i=\sum_jT_{ji}. \label{sum}
\end{equation}
Replacing $N_i$ by the row sum cancels the reflection term. The heat current out of terminal $i$ is
\begin{equation}
J_i=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega
\sum_{j\ne i}T_{ij}(n_i-n_j). \label{current}
\end{equation}

Reciprocity, $T_{ij}=T_{ji}$, is a separate assumption. It holds when the equations of motion are symmetric under time reversal. The complex conjugate of a solution is then a solution with incoming and outgoing amplitudes exchanged. Thus $\mathcal S\mathcal S^*=1$, which with unitarity gives $\mathcal S=\mathcal S^{T}$ in a suitable channel basis.

\section{The two linear-response conductances}

Set $T_R=T$ and $T_L=T+\delta T$, and write each occupation as
\begin{equation}
n_i=n(\omega,T)+\frac{\partial n}{\partial T}\,\theta_i\,\delta T,
\qquad \theta_L=1,\quad\theta_R=0,
\end{equation}
where $n$ is the Bose function. For the frequency-resolved probe this defines a local temperature fraction $\theta_P(\omega)$; for the probe with one temperature $\theta_P$ is a number. A change of $T_{ij}$ with temperature multiplies an occupation difference that is already of first order, so it drops out. The thermal weight is, with $z=\hbar\omega/k_BT$,
\begin{equation}
w(\omega)=\frac{\hbar\omega}{2\pi}\frac{\partial n}{\partial T}
=\frac{k_B}{2\pi}\left[\frac{z/2}{\sinh(z/2)}\right]^2>0 .
\end{equation}
Define $a=T_{LP}$, $b=T_{RP}$, $s=a+b$ and $x=a/s$. Since the total probe current is zero in both cases, $J_R=-J_L$ and the conductance is
\begin{equation}
G=\frac{J_L}{\delta T}=\int d\omega\,w\,[T_{LR}+a(1-\theta_P)].
\label{G}
\end{equation}

\paragraph{Zero current at every frequency.} The condition $a(\theta_P-1)+b\theta_P=0$ gives $\theta_P=a/(a+b)=x$. Then $a(1-x)=ab/(a+b)$, and
\begin{equation}
G_{\rm el}=\int d\omega\,w\left[T_{LR}+\frac{ab}{a+b}\right]. \label{Gel}
\end{equation}

\paragraph{Zero total current.} With $A=\int w a\,d\omega$ and $B=\int w b\,d\omega$, the condition is $A(\theta_P-1)+B\theta_P=0$. Hence $\theta_P=X=A/(A+B)$ and
\begin{equation}
G_{\rm th}=\int d\omega\,w\,T_{LR}+\frac{AB}{A+B}. \label{Gth}
\end{equation}

\section{The difference is a variance}

Let $W=A+B=\int ws\,d\omega$. Since $a=sx$, the number $X=W^{-1}\int wsx\,d\omega$ is the mean of $x$ with weight $ws$. The indirect part of (\ref{Gth}) is $WX(1-X)$, and that of (\ref{Gel}) is
\begin{equation}
\int ws\,x(1-x)\,d\omega=WX-\int ws\,x^2\,d\omega .
\end{equation}
Subtraction leaves $\int wsx^2\,d\omega-WX^2$. Expanding the square below gives the cross term $-2WX^2$ and the constant term $+WX^2$, so
\begin{equation}
\boxed{G_{\rm th}-G_{\rm el}=\int d\omega\,w\,s\,(x-X)^2\ \ge 0.}
\label{gap}
\end{equation}

Equality requires $x$ to be constant wherever $s>0$: the two leads must couple to the probe in the same ratio at every frequency it uses. Where $s=0$, $x$ is undefined but the integrand is zero, and code should skip those points. Equation (\ref{gap}) also avoids subtracting two nearly equal conductances.

Because $ab/(a+b)\ge0$, the gap cannot exceed $AB/(A+B)$. It reaches this bound when $ab=0$ at all frequencies, as in the opening example.

\paragraph{Several probes.} Let $g_{ij}=wT_{ij}$ and define at each frequency
\begin{equation}
D_\omega[\theta]=\frac12\sum_{ij}g_{ij}(\theta_i-\theta_j)^2 .
\end{equation}
Its derivative with respect to a probe value $\theta_p$ is $2\sum_jg_{pj}(\theta_p-\theta_j)$, twice the probe current. As $D_\omega$ is convex, zero probe currents mark its minimum. Reciprocity also gives
\begin{equation}
D_\omega=\sum_i\theta_i\sum_jg_{ij}(\theta_i-\theta_j),
\end{equation}
which at the minimum is the current from $L$, because $\theta_L=1$, $\theta_R=0$ and the probe currents vanish. So $G_{\rm el}=\int\min_\theta D_\omega\,d\omega$, while $G_{\rm th}=\min_\theta\int D_\omega\,d\omega$ with one set of $\theta_p$ for all frequencies. The second minimum is over a smaller set of trial temperatures and cannot be lower. The ordering thus holds for any number of probes, each with its own current zeroed.

\section{Where the ordering fails}

\paragraph{No reciprocity.} Now let $x=T_{PL}/s$ and $y=T_{LP}/s$. Equation (\ref{sum}) for $P$ gives $s=T_{PL}+T_{PR}=T_{LP}+T_{RP}$. The probe condition involves $T_{PL}$, so $\theta_P=x$ or $X$ as before, but the current from $L$ involves $T_{LP}$. With $Y$ the mean of $y$, the indirect parts are $\int wsy(1-x)\,d\omega$ and $WY(1-X)$. Their difference is
\begin{equation}
G_{\rm th}-G_{\rm el}=\int d\omega\,w\,s\,(x-X)(y-Y),
\end{equation}
a covariance, which can be negative.

Take two bands of equal weight. In the first, phonons circulate $L\to P\to R\to L$, so $T_{LR}=1$, $x=1$, $y=0$. In the second they circulate the other way, so $T_{LR}=0$, $x=0$, $y=1$. In units of the weight of one band, $G_{\rm el}=1+1=2$, but $G_{\rm th}=1+2\cdot\frac12\cdot\frac12=1.5$.

\paragraph{Finite bias.} Beyond linear response the frequency-resolved probe has $n_P=xn_L+(1-x)n_R$, which in general is not a Bose function. Consider a reciprocal junction with narrow bands of equal width at 2.5 and 20 THz, $a=x$, $b=1-x$ and $T_{LR}=x(1-x)$, with $x=0.53$ in the lower band and $0.47$ in the upper. For leads at 600 and 100 K, a root search for zero total probe current gives $T_P=392$ K, and the currents satisfy $J_{\rm th}/J_{\rm el}=0.996$. In linear response at 300 K the same junction has $G_{\rm th}/G_{\rm el}=1.0016$.

The sign can be traced. Here $s=1$, so energy balance makes the two probes differ by opposite powers, $-d$ in the lower band and $+d$ in the upper, where $d$ is the power by which emission with the mixed occupation exceeds emission with the Bose function at $T_P$ in the upper band. Then $J_{\rm th}-J_{\rm el}=d(0.47-0.53)$. At 20 THz the mixed occupation is 0.119 and the Bose function at 392 K is 0.095, so $d>0$ and the difference is negative.

\section{Transmissions of an atomic contact}

Let an interface atom of mass $M$ be tied to two half-infinite chains and to a probe. A chain has masses $m$ and springs $k$, and its first spring ends on the interface atom, $n=0$. With time factor $e^{-i\omega t}$, a wave leaving the contact is $u_n=u_0\lambda^n$, where
\begin{equation}
m\omega^2=k(2-\lambda-\lambda^{-1}).
\end{equation}
Define the impedance $Z$ by setting the chain's force on the atom equal to $-Zv_0$, with $v_0=-i\omega u_0$. The force is $k(u_1-u_0)=k(\lambda-1)u_0$, so $Z=k(\lambda-1)/(i\omega)$.

In the band $\lambda=e^{iq}$ and $\omega=\omega_m\sin(q/2)$, with $\omega_m=2\sqrt{k/m}$. Using $\lambda-1=2i\sin(q/2)e^{iq/2}$, $2k/\omega_m=\sqrt{km}$ and $r=\omega/\omega_m$,
\begin{equation}
Z=\sqrt{km}\left[\sqrt{1-r^2}+ir\right],\qquad r<1. \label{Z}
\end{equation}
Above the band the decaying root is $\lambda=1-2r^2+2r\sqrt{r^2-1}$, and
\begin{equation}
Z=i\sqrt{km}\left[r-\sqrt{r^2-1}\right],\qquad r>1,
\end{equation}
which has no real part and carries no power away. The probe is the limit $\omega_m\to\infty$ of (\ref{Z}) at fixed $\sqrt{km}=\eta$: a string with real impedance $\eta$. It exerts the drag $-\eta v_0$, so $\eta/M$ is the velocity damping rate of the atom.

For an incident wave, $u_n=\alpha\lambda^{-n}+\beta\lambda^n$ and $u_0=\alpha+\beta$. The force becomes
\begin{equation}
k(u_1-u_0)=k(\lambda-1)u_0+k\alpha(\lambda^{-1}-\lambda)
=-Zv_0+2\,{\rm Re}Z\,v_{\rm in},
\end{equation}
because $\lambda^{-1}-\lambda=-2i\sin q$, $\alpha=iv_{\rm in}/\omega$ and ${\rm Re}Z=k\sin q/\omega$. Let $R_i={\rm Re}Z_i$, with $R_P=\eta$. Newton's law for a wave from $j$ reads
\begin{equation}
Z_{\rm tot}v_0=2R_jv_{\rm in},\qquad
Z_{\rm tot}=-i\omega M+Z_L+Z_R+\eta .
\end{equation}
The incident power is $\frac12R_j|v_{\rm in}|^2$ and the power sent into $i\ne j$ is $\frac12R_i|v_0|^2$. Their ratio is
\begin{equation}
T_{ij}=\frac{4R_iR_j}{|Z_{\rm tot}|^2},\qquad
x=\frac{R_L}{R_L+R_R}. \label{T}
\end{equation}
The transmission is reciprocal, and $x$ does not depend on the probe. Identical chains have $x=\frac12$ throughout their band, so their gap is zero for any $\eta(\omega)$.

\section{Worked example at 300 K}

The left chain has $m=197$ u and $k=65$ N/m; the right has $m=28$ u and $k=110$ N/m. These are rough gold-like and silicon-like values, chosen because the bands of these solids differ strongly in width. The model bands end at 4.49 and 15.48 THz. The interface atom has $M=28$ u and damping rate $1\ {\rm ps}^{-1}$, so $\eta=0.0465\times10^{-12}$ kg/s.

At 3 THz, $R_L=3.429$ and $R_R=2.219$ in $10^{-12}$ kg/s. Equation (\ref{T}) gives $T_{LR}=0.772$, $T_{LP}=0.0162$ and $T_{RP}=0.0105$, with $x=3.429/(3.429+2.219)=0.607$. At 9 THz the left chain carries nothing: $T_{LP}=0$, $T_{RP}=0.096$ and $x=0$.

The integrals use Gauss--Legendre points in an angle $\phi$, with $\omega=\omega_a+(\omega_b-\omega_a)\sin^2(\phi/2)$ on each interval between band edges. This removes the square-root edges. Going from 100 to 200 points per interval shifts the conductances by less than $10^{-12}$ pW/K. The results are
\begin{align}
\int wT_{LR}\,d\omega&=46.931,\quad A=0.977,\quad B=10.008\ \text{pW/K},\\
X&=\frac{0.977}{0.977+10.008}=0.089,\\
\frac{AB}{A+B}&=0.890\ \text{pW/K},\\
G_{\rm th}&=46.931+0.890=47.82\ \text{pW/K},\\
G_{\rm el}&=47.30\ \text{pW/K}.
\end{align}
The gap is 0.52 pW/K, or 1.1\% of $G_{\rm el}$. Without a probe the conductance is 47.56 pW/K, so here one probe raises it and the other lowers it.

To locate the gap, split the variance at the left band edge. The spread of $x$ within the low band contributes 0.013 pW/K, which is the whole gap if the probe is disconnected above the edge. The difference between the band means contributes 0.506 pW/K. The probe with one temperature takes a net 0.83 pW/K from the low band and emits it into the right lead above 4.49 THz. The gain is smaller than this converted heat: cooling the probe in the low band draws more from $L$, but also reduces what it gives to $R$ there.

With all else fixed, the damping rate changes the result as follows.
\begin{center}
\begin{tabular}{ccc}
rate (ps$^{-1}$) & $G_{\rm el}$ (pW/K) & $G_{\rm th}$ (pW/K)\\
1 & 47.30 & 47.82\\
10 & 45.04 & 49.48\\
100 & 29.62 & 42.87
\end{tabular}
\end{center}
For weak damping $a$ and $b$ are proportional to $\eta$, and so is the gap. At $100\ {\rm ps}^{-1}$ both conductances lie below the probe-free value; the inequality orders the two probes, not a probe and its absence.

At fixed transmissions and $1\ {\rm ps}^{-1}$, the gap is 0.11 pW/K at 50 K, 0.37 at 100 K and 0.53 at 600 K. Cooling suppresses $w$ at frequencies with $\hbar\omega\gg k_BT$, which removes the high band. On heating, $w\to k_B/2\pi$ and the gap saturates.

\section{Neglected effects and real contacts}

With the leads at 350 and 250 K, $J/\delta T$ is 47.29 pW/K for the frequency-resolved probe and 47.80 for the other, within 0.1\% of linear response. Halving the stiffness of the left interface bond gives $G_{\rm el}=39.84$ and $G_{\rm th}=40.14$ pW/K. A damping rate proportional to $\omega^2$, equal to $1\ {\rm ps}^{-1}$ at the left band top, reduces the gap to 0.15 pW/K. It weakens $a$ throughout the low band, and the gap is bounded by $AB/(A+B)\le A$.

A real metal carries most of its heat in electrons. Suppose that they pass it to the lattice before it crosses the contact. For a uniform electron temperature $T_e$, lattice conductivity $\kappa$ and electron--phonon coupling $\Gamma$, the lattice obeys $\kappa T''=\Gamma(T-T_e)$. The temperature difference decays over $\sqrt{\kappa/\Gamma}$, so the conductance per area is $\sqrt{\Gamma\kappa}$. Rough values $\Gamma=2.5\times10^{16}$ W/(m$^3$K), $\kappa=2.5$ W/(m\,K) and an area of $(0.27\ \text{nm})^2$ per atom give 18.2 pW/K. Counting three equal chains per atom for the three polarizations, the contact has 141.9 or 143.5 pW/K. Simply added in series with the electron--phonon step, these become 16.15 and 16.17 pW/K, and the gap shrinks to about 0.1\%. The contact values already include the ballistic resistance of the leads; subtracting half the inverse ballistic conductance of each lead would raise both totals by about 6\% and leave the gap near 0.1\%.

The three-chain contact alone corresponds to about 2 GW/(m$^2$K), and with the electron--phonon step in series to about 0.22 GW/(m$^2$K). Measured metal--semiconductor interfaces near room temperature are roughly of order 100 MW/(m$^2$K), a value that includes any such step. Taking the same step out of 100 MW/(m$^2$K) leaves about 170 MW/(m$^2$K). This figure rests on the rough gold-like $\Gamma$ and $\kappa$: for $\kappa$ from 1 to 5 W/(m\,K) it ranges from about 270 to 140 MW/(m$^2$K). Over this range the model contact conducts roughly ten times too well. Real interfaces break its assumptions of one-dimensional motion and ideal bonding, and the example is not a prediction for gold on silicon. In linear response and within the stated assumptions, the gap cannot be negative for any choice of these parameters; its size depends on them. A frequency-resolved probe omits conversion between frequencies. For a single probe, $\int ws(x-X)^2\,d\omega$ measures how far its conductance lies below that of a one-temperature probe with the same coupling; it does not say how much conversion a real junction has.

Numbers in the example were calculated in double precision.
